# Quantum-well density-of-states staircase compared with bulk times well width: test program

```python
"""Infinite-well density of states against bulk density of states times width.

Result under test: with x = k L / pi and step s = m / (pi hbar^2),
    well staircase = s floor(x),   bulk times L = s x.
They meet at every subband edge (x = n, value after the jump), and the
staircase is s/2 lower on average over k in any window of width pi/L.
E: energy from the band bottom; k: total wavevector at E; L: well width;
m: effective mass. Working units: eV and nm. Spin degeneracy is two.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit, sici

# Chosen inputs; the material values are rough and typical of GaAs/AlGaAs
width = 12.0             # nm
mass_well = 0.067        # electron masses
mass_barrier = 0.092     # electron masses
barrier = 0.23           # eV
alpha = 0.6              # 1/eV, nonparabolicity: E(1 + alpha E) = c k^2
fermi = 0.10             # eV above the band bottom

free_c = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
c = free_c / mass_well                                      # hbar^2/(2m)
step = 1 / (2 * np.pi * c)                                  # 1/(eV nm^2)
edge1 = c * (np.pi / width)**2


def bulk_dos(energy):
    """Bulk density of states per volume, 1/(eV nm^3)."""
    return np.sqrt(energy / c) / (2 * np.pi**2 * c)


def energy_at(x):
    return c * (np.pi * x / width)**2


# Hard-wall levels from a grid Hamiltonian
points = 2000
h = width / (points + 1)
levels = eigh_tridiagonal(np.full(points, 2 * c / h**2),
                          np.full(points - 1, -c / h**2),
                          eigvals_only=True, select='i',
                          select_range=(0, 9))
n10 = np.arange(1, 11)
assert np.allclose(levels, edge1 * n10**2, rtol=1e-4)

# Touching: bulk times width, evaluated at the diagonalized edges
assert np.allclose(bulk_dos(levels) * width / step, n10, rtol=1e-4)

# Staircase by counting in-plane wavevectors of a large periodic square
side = 400 * width
i = np.arange(-790, 791)
squares = np.sort((i[:, None]**2 + i[None, :]**2).ravel())


def sheet_count(energy):
    total = 0
    for level in levels[levels < energy]:
        radius2 = (side / (2 * np.pi))**2 * (energy - level) / c
        total += 2 * np.searchsorted(squares, radius2, side='right')
    return total


for n in (1, 2, 3):
    low, high = energy_at(n + 0.1), energy_at(n + 0.9)
    counted = (sheet_count(high) - sheet_count(low)) / side**2
    assert abs(counted / (high - low) / (n * step) - 1) < 1e-3

# Bulk density by counting wavevectors of a large periodic cube
cube = 40 * width
j = np.arange(-71, 72)
r2 = (j[:, None, None]**2 + j[None, :, None]**2 + j[None, None, :]**2)
low, high = energy_at(2.51), energy_at(3.49)
scale = (cube / (2 * np.pi))**2 / c
counted = 2 * np.count_nonzero((r2 > scale * low) & (r2 <= scale * high))
expected = quad(bulk_dos, low, high)[0] * cube**3
assert abs(counted / expected - 1) < 2e-3


def gap(energies, spectrum):
    """Bulk times width minus staircase, in steps."""
    opened = np.searchsorted(spectrum, energies, side='right')
    return bulk_dos(energies) * width / step - opened


def mean_over_k(x_low, x_high, spectrum, samples=40000):
    x = x_low + (x_high - x_low) * (np.arange(samples) + 0.5) / samples
    return gap(energy_at(x), spectrum).mean()


def mean_over_energy(n, samples=40000):
    a, b = energy_at(n), energy_at(n + 1)
    e = a + (b - a) * (np.arange(samples) + 0.5) / samples
    return gap(e, levels).mean()


k_means = [mean_over_k(n, n + 1, levels) for n in range(4)]
e_means = [mean_over_energy(n) for n in range(4)]
for n in range(4):
    assert abs(k_means[n] - 0.5) < 5e-4
    assert abs(e_means[n] - 0.5 - 1 / (6 * (2 * n + 1))) < 5e-4
shifted_mean = mean_over_k(2.37, 3.37, levels)
assert abs(shifted_mean - 0.5) < 5e-4
partial_mean = mean_over_k(0, 3.4, levels)
assert abs(partial_mean - (0.5 - 0.4 * 0.6 / (2 * 3.4))) < 5e-4
inside = np.concatenate([np.linspace(n + 0.01, n + 0.99, 50)
                         for n in range(6)])
assert np.all(gap(energy_at(inside), levels) > 0)

# Other boundary conditions: a ring, and walls of zero slope
size = 400
hs = width / size
matrix = (2 * np.eye(size) - np.eye(size, k=1) - np.eye(size, k=-1))
ring = matrix.copy()
ring[0, -1] = ring[-1, 0] = -1
flat = matrix.copy()
flat[0, 0] = flat[-1, -1] = 1
ring_mean = mean_over_k(0, 6, np.linalg.eigvalsh(ring * c / hs**2))
flat_mean = mean_over_k(0, 6, np.linalg.eigvalsh(flat * c / hs**2))
assert abs(ring_mean) < 3e-3
assert abs(flat_mean + 0.5) < 3e-3

# Depletion at one wall: explicit sum over well states against the profile
top = 400
k_mid = (top + 0.5) * np.pi / width
z = np.linspace(1e-4, width / 50, 300)
modes = np.arange(1, top + 1)[:, None]
local = (2 / width * np.sin(modes * np.pi * z / width)**2).sum(axis=0)
profile = 1 - np.sin(2 * k_mid * z) / (2 * k_mid * z)
assert np.max(np.abs(local * np.pi / k_mid - profile)) < 1e-4
wall_loss = sici(1e8)[0] / (2 * np.pi)     # in steps, one wall
assert abs(2 * wall_loss - k_means[3]) < 1e-3


# Nonparabolic band: differentiate state counts at one energy
def k_nonparabolic(energy):
    return np.sqrt(energy * (1 + alpha * energy) / c)


def sheet_states(energy):
    k_edges = np.pi * n10 / width
    return np.maximum(k_nonparabolic(energy)**2 - k_edges**2,
                      0).sum() / (2 * np.pi)


def bulk_states(energy):
    return k_nonparabolic(energy)**3 / (3 * np.pi**2)


probe, de = 0.20, 1e-5
slope_sheet = (sheet_states(probe + de) - sheet_states(probe - de)) / (2*de)
slope_bulk = (bulk_states(probe + de) - bulk_states(probe - de)) / (2*de)
x_probe = k_nonparabolic(probe) * width / np.pi
assert abs(slope_bulk * width / slope_sheet
           - x_probe / np.floor(x_probe)) < 1e-5
assert abs(slope_sheet / (np.floor(x_probe) * step)
           - (1 + 2 * alpha * probe)) < 1e-5
parabolic = edge1 * np.arange(1, 4)**2
nonpar_edges = (np.sqrt(1 + 4 * alpha * parabolic) - 1) / (2 * alpha)


# Finite barrier: matching of psi and psi'/m, checked on a grid
def matching(energy, n):
    k = np.sqrt(energy / c)
    kappa = np.sqrt(mass_barrier * (barrier - energy) / free_c)
    return (k * width + 2 * np.arctan(k * mass_barrier / (kappa * mass_well))
            - n * np.pi)


bound = int(np.floor(np.sqrt(barrier / edge1))) + 1
finite = np.array([brentq(matching, 1e-9, barrier - 1e-9, args=(n,))
                   for n in range(1, bound + 1)])
hf, pad = 0.02, 1000
cells_well = int(round(width / hf))
in_well = np.zeros(cells_well + 2 * pad, dtype=bool)
in_well[pad:pad + cells_well] = True
mass = np.where(in_well, mass_well, mass_barrier)
face = free_c / (0.5 * (mass[1:] + mass[:-1])) / hf**2
outer = free_c / mass_barrier / hf**2
diagonal = (np.append(outer, face) + np.append(face, outer)
            + np.where(in_well, 0.0, barrier))
grid_levels, vectors = eigh_tridiagonal(diagonal, -face, select='i',
                                        select_range=(0, bound - 1))
assert np.max(np.abs(grid_levels - finite)) < 2e-4
outside = (vectors[~in_well]**2).sum(axis=0)
finite_bulk = bulk_dos(finite) * width / step
assert np.all(finite_bulk < np.arange(1, bound + 1))


# Sheet densities at fixed Fermi level
def densities(temperature):
    kt = const.k * temperature / const.e
    edges = edge1 * np.arange(1, 61)**2
    stair = step * kt * np.logaddexp(0, (fermi - edges) / kt).sum()
    bulk = width * quad(lambda e: bulk_dos(e) * expit((fermi - e) / kt),
                        0, fermi + 40 * kt, points=[fermi], limit=300)[0]
    half = 0.5 * step * kt * np.logaddexp(0, fermi / kt)
    return np.array([stair, bulk, bulk - half]) * 1e14      # cm^-2


warm, cold = densities(300.0), densities(10.0)
kt300 = const.k * 300 / const.e
cells = 400000
e_max = fermi + 40 * kt300
e_grid = (np.arange(cells) + 0.5) * e_max / cells
stairs = np.searchsorted(levels, e_grid, side='right') * step
direct = (stairs * expit((fermi - e_grid) / kt300)).sum() * e_max / cells
assert abs(direct * 1e14 / warm[0] - 1) < 1e-3
warm_error, cold_error = warm[2] / warm[0] - 1, cold[2] / cold[0] - 1
assert abs(warm_error) < 0.02 < abs(cold_error)

print(f"Well width: {width:.1f} nm; mass: {mass_well:.3f} m_e")
print(f"hbar^2/(2m): {c:.4f} eV nm^2")
print(f"Step height s: {step*1e14:.4e} 1/(eV cm^2)")
print(f"Wavevector spacing pi/L: {np.pi/width:.4f} 1/nm")
for n in range(1, 4):
    e = edge1 * n**2
    print(f"Edge {n}: E = {e:.4f} eV, bulk DOS = {bulk_dos(e)*1e21:.4e} "
          f"1/(eV cm^3), times L = {bulk_dos(e)*width*1e14:.4e} 1/(eV cm^2)")
x_f = np.sqrt(fermi / edge1)
print(f"At E = {fermi:.2f} eV: x = {x_f:.4f}, open subbands = {int(x_f)}")
print(f"  staircase {int(x_f)*step*1e14:.4e}, bulk times L "
      f"{x_f*step*1e14:.4e} 1/(eV cm^2)")
for n in range(4):
    print(f"Mean gap, x from {n} to {n+1}: over k {k_means[n]:.4f}, "
          f"over energy {e_means[n]:.4f} steps")
print(f"Mean gap over k, x from 2.37 to 3.37: {shifted_mean:.4f} steps")
print(f"Mean gap over k, x from 0 to 3.4: {partial_mean:.4f} steps")
print(f"Half a step: {0.5*step*1e14:.4e} 1/(eV cm^2)")
print(f"Mean gap over k, ring: {ring_mean:.3f} steps")
print(f"Mean gap over k, zero-slope walls: {flat_mean:.3f} steps")
print(f"Loss at one hard wall: {wall_loss:.4f} steps")
for temp, d, err in ((300, warm, warm_error), (10, cold, cold_error)):
    print(f"Sheet density at {temp} K, Fermi level {fermi:.2f} eV (cm^-2):")
    print(f"  staircase {d[0]:.4e}, bulk times L {d[1]:.4e}, "
          f"less half step {d[2]:.4e}")
    print(f"  error: bulk times L {100*(d[1]/d[0]-1):.1f} %, "
          f"less half step {100*err:.2f} %")
print(f"kT at 300 K: {kt300*1e3:.2f} meV; spacing E2-E1: "
      f"{3*edge1*1e3:.1f} meV")
print(f"Finite barrier: {barrier:.2f} eV, barrier mass "
      f"{mass_barrier:.3f} m_e, bound levels: {bound}")
for n in range(bound):
    print(f"  level {n+1}: {finite[n]:.4f} eV, bulk times L "
          f"{finite_bulk[n]:.3f} steps, in barrier {100*outside[n]:.1f} %")
print(f"Nonparabolicity: {alpha:.2f} 1/eV")
for n in range(3):
    print(f"  hard-wall edge {n+1}: {nonpar_edges[n]:.4f} eV, step height "
          f"there +{200*alpha*nonpar_edges[n]:.1f} %")
print("all tests passed")
```

Running it gives:

```
Well width: 12.0 nm; mass: 0.067 m_e
hbar^2/(2m): 0.5687 eV nm^2
Step height s: 2.7988e+13 1/(eV cm^2)
Wavevector spacing pi/L: 0.2618 1/nm
Edge 1: E = 0.0390 eV, bulk DOS = 2.3323e+19 1/(eV cm^3), times L = 2.7988e+13 1/(eV cm^2)
Edge 2: E = 0.1559 eV, bulk DOS = 4.6647e+19 1/(eV cm^3), times L = 5.5976e+13 1/(eV cm^2)
Edge 3: E = 0.3508 eV, bulk DOS = 6.9970e+19 1/(eV cm^3), times L = 8.3964e+13 1/(eV cm^2)
At E = 0.10 eV: x = 1.6018, open subbands = 1
  staircase 2.7988e+13, bulk times L 4.4831e+13 1/(eV cm^2)
Mean gap, x from 0 to 1: over k 0.5000, over energy 0.6667 steps
Mean gap, x from 1 to 2: over k 0.5000, over energy 0.5556 steps
Mean gap, x from 2 to 3: over k 0.5000, over energy 0.5333 steps
Mean gap, x from 3 to 4: over k 0.5000, over energy 0.5238 steps
Mean gap over k, x from 2.37 to 3.37: 0.5000 steps
Mean gap over k, x from 0 to 3.4: 0.4647 steps
Half a step: 1.3994e+13 1/(eV cm^2)
Mean gap over k, ring: -0.000 steps
Mean gap over k, zero-slope walls: -0.500 steps
Loss at one hard wall: 0.2500 steps
Sheet density at 300 K, Fermi level 0.10 eV (cm^-2):
  staircase 1.8521e+12, bulk times L 3.2515e+12, less half step 1.8446e+12
  error: bulk times L 75.6 %, less half step -0.40 %
Sheet density at 10 K, Fermi level 0.10 eV (cm^-2):
  staircase 1.7080e+12, bulk times L 2.9890e+12, less half step 1.5896e+12
  error: bulk times L 75.0 %, less half step -6.93 %
kT at 300 K: 25.85 meV; spacing E2-E1: 116.9 meV
Finite barrier: 0.23 eV, barrier mass 0.092 m_e, bound levels: 3
  level 1: 0.0228 eV, bulk times L 0.764 steps, in barrier 2.4 %
  level 2: 0.0900 eV, bulk times L 1.520 steps, in barrier 10.0 %
  level 3: 0.1933 eV, bulk times L 2.227 steps, in barrier 31.0 %
Nonparabolicity: 0.60 1/eV
  hard-wall edge 1: 0.0381 eV, step height there +4.6 %
  hard-wall edge 2: 0.1435 eV, step height there +17.2 %
  hard-wall edge 3: 0.2976 eV, step height there +35.7 %
all tests passed
```
